Thermodynamic integration from harmonic to fully anharmonic hafnia crystals

For a hafnia crystal held in one structural basin B, the classical free energy of the full potential U₁ follows from that of a harmonic reference U₀ through

F₁(B) − F₀ = ∫₀¹ dλ ⟨U₁ − U₀⟩_{λ,B} − k_BT ln P₀(B).   (1)

The average is taken in the canonical ensemble of U_λ = (1 − λ)U₀ + λU₁, restricted to B. F₀ is the free energy of the unrestricted harmonic crystal, and P₀(B) is the probability that this harmonic crystal lies in B. Equation (1) makes no expansion in the displacements. It requires that the partition functions exist and that the λ integral converge.

The periodic cell contains N_Hf hafnium and 2N_Hf oxygen atoms, N_a = 3N_Hf in all. Its volume, shape and temperature T are fixed, and β = 1/(k_BT). Let R denote the atomic positions. The atoms keep their labels and their centre of mass is fixed, so that 3N_a − 3 coordinates remain. In a polar phase both potentials must also refer to the same electrical boundary condition. The reference is built at a stable minimum R⁰ of U₁, with displacements u_i = R_i − R_i⁰:

U₀ = U_min + ½ Σ_ij Φ_ij u_i u_j,   Φ_ij = ∂²U₁/∂R_i∂R_j at R⁰.

Stability means that Φ is positive definite in the remaining coordinates. If a phase has an imaginary frequency at its static structure, the Gaussian integral along that mode diverges and this reference has no free energy. Any other positive-definite quadratic form may then serve as U₀, because the derivation of (1) does not use the fact that Φ is the Hessian.

The canonical partition function in B is

Z_λ(B) = C ∫dp exp[−βT_kin(p)] ∫_B dR exp[−βU_λ(R)],

where C collects the powers of Planck's constant. The kinetic energy T_kin depends on the momenta alone, so its integral is a factor independent of λ. With F_λ(B) = −k_BT ln Z_λ(B), differentiation gives

dF_λ/dλ = −(k_BT/Z_λ) dZ_λ/dλ.

The region B does not move with λ, so the derivative acts on the Boltzmann factor alone:

dZ_λ/dλ = C ∫dp exp(−βT_kin) ∫_B dR [−β ∂U_λ/∂λ] exp(−βU_λ).

The two minus signs cancel, and so do k_BT and β. Since ∂U_λ/∂λ = U₁ − U₀ ≡ ΔU,

dF_λ/dλ = ⟨ΔU⟩_{λ,B}.   (2)

Integration from 0 to 1 gives F₁(B) − F₀(B). The lower endpoint is still a harmonic crystal confined to B, whereas the normal-mode formula describes unrestricted Gaussian displacements. Their partition functions are related by Z₀(B) = Z₀P₀(B), hence

F₀(B) = F₀ − k_BT ln P₀(B).

Adding this to the integral gives (1). The last term is non-negative: confinement removes configurations and raises the free energy.

To evaluate F₀, pass to mass-weighted normal coordinates Q and momenta P, in which each mode has energy ½(P² + ω²Q²). Its classical partition function is

(1/h) √(2πk_BT) √(2πk_BT/ω²) = 2πk_BT/(hω) = k_BT/(ħω).

The product over modes gives

F₀(classical) = U_min + k_BT Σ ln[ħω/(k_BT)].

For quantum nuclei, the levels ħω(n + ½) form a geometric series with sum 1/[2 sinh(βħω/2)], so

F₀(quantum) = U_min + k_BT Σ ln[2 sinh(βħω/2)].

The classical masses enter both endpoint free energies, but cancel in their difference.

A second derivative shows how the integrand must behave. Write A(λ) = ⟨ΔU⟩_λ as a ratio of two integrals. Differentiating the numerator gives −β⟨ΔU²⟩, and differentiating the denominator gives +β⟨ΔU⟩². Thus

d²F_λ/dλ² = −β[⟨ΔU²⟩_λ − ⟨ΔU⟩_λ²] ≤ 0.   (3)

The integrand of a classical calculation cannot rise with λ. A sampled curve that rises beyond its statistical error therefore signals a fault in sampling or energies. Because the integral of a non-increasing function lies between its end values,

⟨ΔU⟩_{1,B} ≤ F₁(B) − F₀(B) ≤ ⟨ΔU⟩_{0,B}.   (4)

The low-temperature limit follows by scaling. Harmonic displacements grow as √T, so put u = √(k_BT) s. The cubic and quartic parts of ΔU become (k_BT)^{3/2}c₃(s) and (k_BT)²c₄(s), and the distribution of s does not depend on T. From the ratio of partition functions,

F₁ − F₀ = −k_BT ln⟨exp(−βΔU)⟩₀ = ⟨ΔU⟩₀ − (β/2)Var₀(ΔU) + …

The average of c₃ vanishes because it is odd. What remains at leading order is

F₁ − F₀ ≈ (k_BT)²[⟨c₄⟩₀ − ½⟨c₃²⟩₀].   (5)

The leading classical anharmonic free energy of a stable basin is therefore quadratic in T. The cubic forces lower it, and the quartic term may have either sign.

A small model lets each of these pieces be computed. It is a ring of N = 8 cells, each with one polar oxygen displacement u_i:

U₁ = Σ_i {E_b[(u_i/u₀)² − 1]² + (K/2)(u_i − u_{i+1})²}.

The round values E_b = 0.20 eV, u₀ = 0.30 Å, K = 4.0 eV/Å² and oxygen mass 16 u are model choices, not fitted to hafnia. The ring keeps the feature needed here, two equivalent polarization states, and omits hafnium motion, strain and long-range electric forces. The basin B is the region in which all u_i are positive.

With x_i = (u_i − u₀)/u₀, the bracket in the site energy is 2x_i + x_i², whose square is 4x_i² + 4x_i³ + x_i⁴. The quadratic part gives the site curvature

k = 8E_b/u₀² = 1.6/0.09 = 17.78 eV/Å².

The coupling is already quadratic and cancels between U₁ and U₀. Therefore

ΔU = E_b Σ_i (4x_i³ + x_i⁴).   (6)

At 600 K, k_BT = 51.70 meV. The harmonic mode energies run from 68.15 to 93.94 meV, and the classical harmonic free energy is 185.9 meV per ring. A finite-difference Hessian and a direct partition-function calculation agree on this endpoint.

Monte Carlo averages of (6) at five Gauss–Legendre points are 1.634, −2.760, −9.173, −17.375 and −25.562 meV per ring, in order of increasing λ. The weights are symmetric, so the integral is

0.11846(1.634 − 25.562) + 0.23931(−2.760 − 17.375) + 0.28444(−9.173) = −10.26 meV.

Its statistical standard error is 0.04 meV. The difference of the two free energies obtained directly from the restricted partition functions of U₁ and U₀, without integrating over λ, is −10.29 meV. The test of (1) is thus a comparison between sampled energies and directly computed free energies. The basin term is negligible at this temperature.

The integrand changes sign, and (6) shows why. At λ = 0 the cubic average vanishes by symmetry, apart from negligible effects of the basin boundary, while the quartic average is positive. A Gaussian variable has ⟨x⁴⟩ = 3⟨x²⟩². The mean of k_BT/κ over the eight mode force constants κ, divided by u₀², gives ⟨x²⟩ = 0.02344. Hence

⟨ΔU⟩₀ = 8 × 0.20 eV × 3 × (0.02344)² = 2.64 meV,

which is the upper bound in (4). As λ grows, the cubic term favours displacements towards the barrier, x < 0, and its average becomes negative. The lower bound is −28.4 meV. Neither endpoint average alone would be a useful estimate of −10.3 meV. At λ = ½ the directly computed slope of the integrand is −26.16 meV, and the sampled variance inserted in (3) gives −26.13 meV.

The anharmonic contribution per cell is −0.302, −1.286 and −5.51 meV at 300, 600 and 1200 K. Each doubling multiplies it by about 4.3, somewhat more than the factor 4 of (5). Between 50 and 100 K the factor is 4.035, as expected when the leading law is approached on cooling.

The basin restriction also has a direct thermodynamic meaning. Let Z_B be the partition function of the positive state. By symmetry the negative state has the same value, and configurations of mixed sign add Z_mix:

Z_all = 2Z_B + Z_mix,

F_B − F_all = k_BT ln(2 + Z_mix/Z_B).   (7)

When mixed configurations are rare, the result is k_BT ln 2. For the ring at 600 K this is 35.84 meV, against a computed difference of 35.85 meV. This contribution is more than three times the magnitude of the anharmonic correction, yet it counts polarization states and says nothing about vibrations within one of them. The term k_BT ln 2 occurs once per crystal, so its share per cell vanishes as the crystal grows. The full difference (7) behaves in this way only while mixed configurations stay rare. In a very long ring they do not: a domain wall costs a finite energy and can sit at any cell, so Z_mix eventually dominates and the difference grows in proportion to N. A simulation that switches polarization during part of the λ path mixes the two questions. Separate basins are meaningful when the crystal equilibrates within each one much faster than it leaves.

The boundary term in (1) becomes visible when the harmonic distribution is broad. At 2000 K, Gaussian sampling gives 1 − P₀ = 0.00139. With k_BT = 172.3 meV,

−k_BT ln P₀ ≈ 172.3 × 0.00139 = 0.24 meV.

The coupling integral is −101.01 meV, and its sum with this term is −100.77 meV. The direct difference from the unrestricted harmonic crystal is −100.78 meV.

A three-dimensional crystal brings a difficulty at λ = 0 that the ring does not have. Harmonic springs do not forbid two atoms from overlapping, whereas the full potential may contain a core C/rⁿ with C > 0. Suppose first that B does not exclude overlap. Let ρ₀ be the harmonic probability density of zero separation between a chosen pair. For small λ the core contributes

A_core ≈ 4πρ₀C ∫₀^∞ dr r^{2−n} exp(−βλC/rⁿ).

Put t = βλC/rⁿ. Then dr = −(r/n)dt/t and r^{3−n} = (βλC)^{3/n−1} t^{1−3/n}. Reversing the limits removes the minus sign, leaving

A_core ≈ (4πρ₀C/n)(βλC)^{3/n−1} ∫₀^∞ dt t^{−3/n}e^{−t}

= (4πρ₀C/n) Γ(1 − 3/n)(βλC)^{3/n−1},   n > 3.   (8)

The integrand diverges at λ = 0, but its integral converges because the exponent is greater than −1. For n = 12 the exponent is −3/4, which numerical quadrature of a displaced Gaussian confirms. The substitution λ = μ^{n/3} removes this singularity, since dλ is proportional to μ^{n/3−1}dμ and the integrand to μ^{1−n/3}. If ρ₀ is very small, a finite simulation may never sample the overlap, and its averages will look regular. A basin that excludes a finite range of short separations removes the divergence itself and transfers the excluded harmonic weight to P₀(B).

A learned potential needs particular care here. It may remain finite at overlap, so that (8) does not apply, but its values there can be extrapolations far from its training configurations. If it falls without bound, the partition function may fail to exist. Agreement near the minimum is therefore insufficient: the potential must be sound throughout the region visited from λ = 0 to λ = 1.

Even a sound learned potential gives the free energy of its own surface. Let U₂ be the electronic-structure surface it approximates, defined on the same basin. Insert exp(−βU₁)exp(+βU₁) in the partition function of U₂:

Z₂/Z₁ = ∫_B dR exp(−βU₁) exp[−β(U₂ − U₁)] / ∫_B dR exp(−βU₁).

The ratio is an average over configurations sampled on the learned surface, so

F₂ − F₁ = −k_BT ln⟨exp[−β(U₂ − U₁)]⟩₁.   (9)

This corrects the surface to the chosen reference method, not to experiment. It works when the configurations important for U₂ are represented in the sample from U₁. Otherwise rare configurations with large weights control the average.

In the ring, a prescribed difference U₂ − U₁ = Σ a cos(2πu_i/ℓ), with a = 4.0 meV and ℓ = 0.40 Å, stands in for a training error. Equation (9) gives −4.33 ± 0.02 meV per ring, and direct partition functions give −4.34 meV. The mean energy difference alone is −3.77 meV. It lies above the free-energy correction because, by convexity of the exponential, ⟨exp(−βy)⟩ ≥ exp(−β⟨y⟩) for any energy difference y. Here the total difference cannot exceed 8 × 4.0 = 32 meV in magnitude, which is less than k_BT, so the weights stay moderate. For independent cell errors the variance grows with the number of cells, and overlap becomes harder to maintain in a large crystal.

This prescribed error is zero at u_i = u₀, since cos(3π/2) = 0, but its slope there is 2πa/ℓ ≈ 63 meV/Å. The learned surface thus has the right energy at its minimum but a wrong force, and the correction is about 40% of the anharmonic free energy in magnitude. Part of the correction is static: a force error f per cell shifts the minimum of U₂ and lowers it by about Nf²/(2k) = 8 × (0.0628)²/(2 × 17.78) eV ≈ 0.9 meV per ring, which remains as T → 0. The rest is thermal. A vanishing energy error at the minimum of the learned surface thus does not ensure an accurate free energy.

The coupling derivative also holds for quantum nuclei. Let H_λ = T_kin + U_λ, now without a hard basin boundary and with a discrete spectrum. Since H_λ and ΔU need not commute, the derivative of the exponential is

d exp(−βH_λ)/dλ = −∫₀^β ds exp[−(β − s)H_λ] ΔU exp(−sH_λ).

Under the trace, the right-hand exponential can be moved to the front. The two exponentials combine to exp(−βH_λ), the integrand no longer depends on s, and the integral gives β. Therefore

dZ_λ/dλ = −β Tr[ΔU exp(−βH_λ)],   dF_λ/dλ = ⟨ΔU⟩_λ,

where the average is now quantum mechanical and requires, for example, path-integral sampling.

A less costly approximation combines the quantum harmonic endpoint with the classical anharmonic difference:

F₁ ≈ F₀(quantum) + [F₁ − F₀](classical).   (10)

Its leading error can be found from imaginary-time paths. Write a coordinate path as its time average R plus a fluctuation ξ(τ) with zero time average. For a free particle of mass m, the Fourier components have frequencies ν_n = 2πn/(βħ), with n ≠ 0, and

⟨ξ²⟩ = Σ_{n≠0} 1/(βmν_n²) = [βħ²/(4π²m)] × 2 × π²/6 = βħ²/(12m).

Now expand U(R + ξ). The linear term vanishes on averaging over τ. The quadratic term adds ½U″⟨ξ²⟩ = βħ²U″/(24m) to the potential. To first order, the change in free energy is the classical average of this addition. Summing over coordinates and subtracting the same correction for the harmonic crystal, already included in F₀(quantum), gives

δF ≈ (βħ²/24) Σ_i [⟨∂²U₁/∂R_i²⟩₁ − Φ_ii]/m_i.   (11)

The sum may run over all Cartesian coordinates, since uniform translation contributes zero. Equation (11) shows that the error of (10) depends on how far thermal motion changes the mean curvature.

To test this, take one oxygen coordinate with both neighbours frozen at u₀. Its mode energy is 82.07 meV. At 600 K the quantum coupling integral and the difference of the free energies from the energy levels are both −0.924 meV. The classical difference is −0.771 meV. The missing −0.154 meV compares with −0.137 meV from (11). At 1200 K the missing part is −0.143 meV and (11) gives −0.138 meV, so the discrepancy, as a fraction of the missing part, falls from about 11% to 3%. The correction itself hardly changes because the leading shift in mean curvature is proportional to T, which cancels the factor β. Equation (11) is the first term of an expansion in βħω, which is 1.6 for this mode at 600 K. On further cooling the missing part grows towards the zero-point anharmonic energy while (11) stays nearly constant, so (11) increasingly underestimates it.

For the ring at 600 K, the quantum harmonic free energy is 228.42 meV. Combining it with the sampled anharmonic integral gives

F ≈ 228.42 − 10.26 = 218.16 meV per ring,

or about 27.3 meV per cell, equivalent to 2.63 kJ per mole of cells, relative to the static minimum. Equation (11) estimates the omitted quantum term as −2.3 meV per ring. That is about 1% of the total, but 23% of the anharmonic correction, and some sixty times the statistical error. The share rises quickly on cooling, because this term does not shrink while the classical anharmonic part falls as T². At 300 K that part is only 8 × 0.302 ≈ 2.4 meV in magnitude, comparable to the omitted term, and (10) no longer describes the anharmonic contribution. More Monte Carlo sampling would therefore not improve this result materially; quantum sampling of the anharmonic part would. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
cells 8, T 600 K, kT 51.704 meV
Eb 0.20 eV, u0 0.30 A, K 4.0 eV/A^2
site curvature 17.778 eV/A^2, mass 16 u
mode energies 68.15 to 93.94 meV
harmonic F, classical 185.919 meV per ring
harmonic F, quantum 228.422 meV per ring
lambda, weight, <U1-U0> MC, error, direct (meV per ring)
0.04691 0.11846 1.634 0.072 1.534
0.23077 0.23931 -2.760 0.072 -2.705
0.50000 0.28444 -9.173 0.076 -9.225
0.76923 0.23931 -17.375 0.094 -17.408
0.95309 0.11846 -25.562 0.125 -25.617
integral, MC -10.262 +- 0.039 meV per ring
difference, direct -10.290 meV per ring
slope at 1/2: direct -26.16, MC -26.13 meV
bounds -28.445 and 2.638 meV per ring
anharmonic F at 300 K: -0.3016 meV per cell
anharmonic F at 600 K: -1.2863 meV per cell
anharmonic F at 1200 K: -5.5086 meV per cell
anharmonic F ratio, 100 K to 50 K: 4.035
one basin minus all space 35.854 meV per ring
kT ln 2 = 35.838 meV
2000 K: 1-P0 0.00139, basin term 0.240 meV
2000 K: integral -101.014, direct -100.775 meV
model error: amplitude 4.0 meV, period 0.40 A
surface correction, MC -4.328 +- 0.016 meV
surface correction, direct -4.339 meV per ring
mean energy error alone -3.771 meV per ring
core r^-12: power of lambda -0.7500
one quantum coordinate: mode energy 82.07 meV
600 K: quantum integral -0.9241, direct -0.9241 meV
600 K: classical -0.7705, missing -0.1536, hbar^2 term -0.1366 meV
1200 K: quantum integral -3.4037, direct -3.4037 meV
1200 K: classical -3.2610, missing -0.1426, hbar^2 term -0.1382 meV
leading omitted quantum term -2.340 meV per ring
assembled F 218.160 meV per ring
assembled F 27.270 meV per cell
assembled F 2.6312 kJ/mol of cells
```
